# Can an off-centre absorber make a one-way electron transmitter?: a numerical check

```python
"""
Claim under test: for a local complex potential V = U - iW (W >= 0) in one
dimension, without magnetic field, the flux-normalized transmission amplitudes
from the left (t_L) and from the right (t_R) are equal, while the reflection
probabilities R_L, R_R and absorbed fractions A_L, A_R may differ, with
R_L - R_R = A_R - A_L.  A ring with absorption AND magnetic flux is the contrast.
Units: eV and nm.  H2M = hbar^2/(2m); hbar*v = 2*H2M*k.
Two-delta model: V = g delta(x) - i w delta(x-a), u = g/(hbar v), eta = w/(hbar v).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp

H2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18   # eV nm^2


def gauss(x, centre, width):
    return np.exp(-0.5 * ((x - centre) / width) ** 2)


def scatter(V, E, V_left=0.0, V_right=0.0, X=10.0):
    """Integrate the wave equation separately for each side of incidence.
    Returns S = [[r_L, t_R], [t_L, r_R]] and A_L, A_R from the loss integral."""
    kl = np.sqrt((E - V_left) / H2M)
    kr = np.sqrt((E - V_right) / H2M)

    def rhs(x, y):
        v = V(x)
        return np.array([y[1], (v - E) / H2M * y[0], -v.imag * abs(y[0]) ** 2])

    def run(start, stop, psi, dpsi):
        sol = solve_ivp(rhs, (start, stop), np.array([psi, dpsi, 0], complex),
                        method="DOP853", rtol=1e-11, atol=1e-13, max_step=0.25)
        assert sol.success
        return sol.y[:, -1]

    # incidence from the left: only an outgoing wave on the right
    out = np.exp(1j * kr * X)
    p, d, loss = run(X, -X, out, 1j * kr * out)
    inc = 0.5 * (p + d / (1j * kl)) * np.exp(1j * kl * X)
    ref = 0.5 * (p - d / (1j * kl)) * np.exp(-1j * kl * X)
    t_left, r_left = np.sqrt(kr / kl) / inc, ref / inc
    a_left = -loss.real / abs(inc) ** 2 / (H2M * kl)
    # incidence from the right: only an outgoing wave on the left
    out = np.exp(1j * kl * X)
    p, d, loss = run(-X, X, out, -1j * kl * out)
    inc = 0.5 * (p - d / (1j * kr)) * np.exp(1j * kr * X)
    ref = 0.5 * (p + d / (1j * kr)) * np.exp(-1j * kr * X)
    t_right, r_right = np.sqrt(kl / kr) / inc, ref / inc
    a_right = loss.real / abs(inc) ** 2 / (H2M * kr)
    return np.array([[r_left, t_right], [t_left, r_right]]), a_left, a_right


# ---------- smooth barrier and absorber between unequal leads ----------
E = 0.1
STEP, BARRIER, ABSORBER = 0.04, 0.12, 0.08


def smooth(x, sign=-1.0):
    real = STEP * 0.5 * (1 + np.tanh(x / 0.5)) + BARRIER * gauss(x, -1.0, 0.5)
    return real + 1j * sign * ABSORBER * gauss(x, 0.8, 0.6)


S, AL, AR = scatter(smooth, E, 0.0, STEP)
prob = abs(S) ** 2
assert abs(S[1, 0] - S[0, 1]) < 1e-7
assert abs(prob[0, 0] + prob[1, 0] + AL - 1) < 1e-7
assert abs(prob[1, 1] + prob[0, 1] + AR - 1) < 1e-7
assert abs(prob[0, 0] - prob[1, 1]) > 1e-3
S_gain, _, _ = scatter(lambda x: smooth(x, +1.0), E, 0.0, STEP)
assert np.allclose(S_gain @ S.conj(), np.eye(2), atol=1e-7)
S_real, _, _ = scatter(lambda x: smooth(x, 0.0), E, 0.0, STEP)
assert abs(abs(S_real[0, 0]) ** 2 - abs(S_real[1, 1]) ** 2) < 1e-7

print(f"hbar^2/2m = {H2M:.6f} eV nm^2; energy E = {E:.2f} eV")
print(f"Smooth model: lead step {STEP} eV, barrier {BARRIER} eV, absorber {ABSORBER} eV")
print(f"  t_L = {S[1,0]:.6f}, t_R = {S[0,1]:.6f} (dimensionless)")
print(f"  T_L = {prob[1,0]:.5f}, T_R = {prob[0,1]:.5f}")
print(f"  R_L = {prob[0,0]:.5f}, R_R = {prob[1,1]:.5f}")
print(f"  A_L = {AL:.5f}, A_R = {AR:.5f} (from loss integral)")
print(f"  absorber removed: R_L = {abs(S_real[0,0])**2:.5f}, R_R = {abs(S_real[1,1])**2:.5f}")

# ---------- weak scattering, equal leads ----------
k = np.sqrt(E / H2M)
hv = 2 * H2M * k


def reflection_difference(V):
    s, _, _ = scatter(V, E)
    return abs(s[0, 0]) ** 2 - abs(s[1, 1]) ** 2


weak = 1e-3
diff_weak = reflection_difference(
    lambda x: weak * 0.1 * (gauss(x, 0, 0.4) - 1j * gauss(x, 0.6, 0.4)))
grid = np.linspace(-8, 8, 4001)
dx = grid[1] - grid[0]
phase = np.exp(2j * k * grid)
U_ft = np.sum(weak * 0.1 * gauss(grid, 0, 0.4) * phase) * dx
W_ft = np.sum(weak * 0.1 * gauss(grid, 0.6, 0.4) * phase) * dx
born = 4 * (np.conj(U_ft) * W_ft).imag / hv**2
# relative corrections are of the order of the scattering strength, about 1e-3
assert abs(diff_weak / born - 1) < 0.01


def pure_absorber(scale):
    return lambda x: -1j * scale * 0.1 * (gauss(x, 0, 0.4) + 0.4 * gauss(x, 1.0, 0.4))


d1 = reflection_difference(pure_absorber(0.01))
d2 = reflection_difference(pure_absorber(0.02))
# cubic law gives 8; next order changes it by a few per cent at this strength
assert 7 < d2 / d1 < 9
print(f"Weak barrier+absorber: R_L-R_R = {diff_weak:.4e}, lowest-order formula {born:.4e}")
print(f"Pure absorber, strength doubled: R_L-R_R grows by factor {d2/d1:.2f}")

# ---------- two-delta model ----------


def match_deltas(k, g, w, a):
    """Solve the matching conditions at both deltas; columns: left, right incidence."""
    z = np.exp(1j * k * a)
    s1, s2, ik = g / H2M, -1j * w / H2M, 1j * k
    # unknowns: outgoing left, middle right-mover, middle left-mover, outgoing right
    M = np.array([[1, -1, -1, 0],
                  [ik - s1, ik, -ik, 0],
                  [0, z, 1 / z, -z],
                  [0, -ik * z, ik / z, (ik - s2) * z]])
    rhs = np.array([[-1, 0], [ik + s1, 0], [0, 1 / z], [0, (ik + s2) / z]])
    sol = np.linalg.solve(M, rhs)
    return sol[[0, 3], :]


def delta_formulas(k, g, w, a):
    u, eta = g / (2 * H2M * k), w / (2 * H2M * k)
    t = 1 / ((1 + 1j * u) * (1 + eta) - 1j * u * eta * np.exp(2j * k * a))
    T = abs(t) ** 2
    a_left = 2 * eta * T
    a_right = a_left * abs(np.exp(-1j * k * a) + 2 * u * np.sin(k * a)) ** 2
    diff = 8 * u * eta * T * np.sin(k * a) * (np.cos(k * a) + u * np.sin(k * a))
    return t, a_left, a_right, diff


rng = np.random.default_rng(4)
for _ in range(200):
    kk, gg = rng.uniform(0.3, 4), rng.uniform(-0.5, 0.5)
    ww, aa = rng.uniform(0, 0.5), rng.uniform(0.1, 4)
    s = match_deltas(kk, gg, ww, aa)
    t, al, ar, diff = delta_formulas(kk, gg, ww, aa)
    P = abs(s) ** 2
    assert abs(s[1, 0] - t) < 1e-10 and abs(s[0, 1] - t) < 1e-10
    assert abs(1 - P[:, 0].sum() - al) < 1e-10
    assert abs(1 - P[:, 1].sum() - ar) < 1e-10
    assert abs(P[0, 0] - P[1, 1] - diff) < 1e-10

g, w, a = 0.20, 0.10, 1.0
u, eta = g / hv, w / hv
s = match_deltas(k, g, w, a)
P = abs(s) ** 2
print(f"Two deltas: g = {g:.2f} eV nm, w = {w:.2f} eV nm, a = {a:.1f} nm")
print(f"  k = {k:.5f} 1/nm, hbar v = {hv:.5f} eV nm, ka = {k*a:.5f} rad")
print(f"  u = {u:.5f}, eta = {eta:.5f} (dimensionless)")
print(f"  t_L = {s[1,0]:.5f}, t_R = {s[0,1]:.5f}")
print(f"  T_L = {P[1,0]:.5f}, T_R = {P[0,1]:.5f}")
print(f"  R_L = {P[0,0]:.5f}, R_R = {P[1,1]:.5f}, R_L-R_R = {P[0,0]-P[1,1]:.5f}")
print(f"  A_L = {1-P[:,0].sum():.5f}, A_R = {1-P[:,1].sum():.5f}")
enhance = abs(np.exp(-1j * k * a) + 2 * u * np.sin(k * a)) ** 2
print(f"  A_R/A_L = |exp(-ika)+2u sin ka|^2 = {enhance:.4f}")
print("  spacing a (nm):  T_L      T_R      R_L      R_R")
for spacing in (0.5, 1.0, 1.5, 1.8):
    q = abs(match_deltas(k, g, w, spacing)) ** 2
    print(f"  {spacing:.1f}             {q[1,0]:.5f}  {q[0,1]:.5f}  {q[0,0]:.5f}  {q[1,1]:.5f}")
a_equal = (np.pi - np.arctan(1 / u)) / k
q = abs(match_deltas(k, g, w, a_equal)) ** 2
assert abs(q[0, 0] - q[1, 1]) < 1e-10
print(f"  equal reflections at a = {a_equal:.5f} nm: R_L = {q[0,0]:.5f}, R_R = {q[1,1]:.5f}, T = {q[1,0]:.5f}")

# ---------- ring with flux and absorber; energies in units of lead hopping J ----------


def ring(q, Jd, Jc, eC, Gamma, phi):
    """Sites A, B carry leads, C absorbs. Columns: incidence at A, at B."""
    energy = -2 * np.cos(q)
    H = np.array([[0, -Jd * np.exp(-1j * phi), -Jc],
                  [-Jd * np.exp(1j * phi), 0, -Jc],
                  [-Jc, -Jc, eC - 1j * Gamma]], complex)
    lead = np.diag([-np.exp(1j * q), -np.exp(1j * q), 0])
    source = np.zeros((3, 2), complex)
    source[0, 0] = source[1, 1] = 2j * np.sin(q)
    psi = np.linalg.solve(energy * np.eye(3) - H - lead, source)
    TL, TR = abs(psi[1, 0]) ** 2, abs(psi[0, 1]) ** 2
    RL, RR = abs(psi[0, 0] - 1) ** 2, abs(psi[1, 1] - 1) ** 2
    absorbed = Gamma * abs(psi[2]) ** 2 / np.sin(q)
    return TL, TR, RL, RR, absorbed[0], absorbed[1]


for _ in range(100):
    q0, Jd, Jc = rng.uniform(0.3, 2.8), rng.uniform(0.2, 1.5), rng.uniform(0.2, 1.5)
    eC, Gam, phi = rng.uniform(-1, 1), rng.uniform(0.1, 2), rng.uniform(-3, 3)
    TL, TR, RL, RR, aL, aR = ring(q0, Jd, Jc, eC, Gam, phi)
    en = -2 * np.cos(q0)
    F = Jc**2 / (en - eC + 1j * Gam)
    hBA, hAB = -Jd * np.exp(1j * phi) + F, -Jd * np.exp(-1j * phi) + F
    D = (en - F + np.exp(1j * q0)) ** 2 - hAB * hBA
    asym = 4 * Jd * Jc**2 * Gam * np.sin(phi) / ((en - eC) ** 2 + Gam**2)
    assert abs(TL - TR - 4 * np.sin(q0) ** 2 * asym / abs(D) ** 2) < 1e-9
    assert abs(RL - RR) < 1e-9
    assert abs(TL + RL + aL - 1) < 1e-9 and abs(TR + RR + aR - 1) < 1e-9
    no_flux = ring(q0, Jd, Jc, eC, Gam, 0.0)
    no_loss = ring(q0, Jd, Jc, eC, 0.0, phi)
    assert abs(no_flux[0] - no_flux[1]) < 1e-9
    assert abs(no_loss[0] - no_loss[1]) < 1e-9

print("Ring, E = eps_C = 0, J_d = J_c = J (energies in units of J)")
for name, Gam, phi in (("flux and absorber", 1.0, np.pi / 2),
                       ("absorber only", 1.0, 0.0),
                       ("flux only", 0.0, np.pi / 2)):
    vals = [abs(v) for v in ring(np.pi / 2, 1.0, 1.0, 0.0, Gam, phi)]
    print(f"  {name}: Gamma = {Gam:.1f} J, phi = {phi:.4f} rad")
    print("    T_L={:.4f} T_R={:.4f} R_L={:.4f} R_R={:.4f} A_L={:.4f} A_R={:.4f}".format(*vals))

print("verified")
```

Printed output:

```
hbar^2/2m = 0.038100 eV nm^2; energy E = 0.10 eV
Smooth model: lead step 0.04 eV, barrier 0.12 eV, absorber 0.08 eV
  t_L = 0.030421-0.224965j, t_R = 0.030421-0.224965j (dimensionless)
  T_L = 0.05153, T_R = 0.05153
  R_L = 0.53994, R_R = 0.05941
  A_L = 0.40853, A_R = 0.88906 (from loss integral)
  absorber removed: R_L = 0.48329, R_R = 0.48329
Weak barrier+absorber: R_L-R_R = 4.5823e-07, lowest-order formula 4.5799e-07
Pure absorber, strength doubled: R_L-R_R grows by factor 7.82
Two deltas: g = 0.20 eV nm, w = 0.10 eV nm, a = 1.0 nm
  k = 1.62009 1/nm, hbar v = 0.12345 eV nm, ka = 1.62009 rad
  u = 1.62009, eta = 0.81004 (dimensionless)
  t_L = 0.08085-0.20387j, t_R = 0.08085-0.20387j
  T_L = 0.04810, T_R = 0.04810
  R_L = 0.87397, R_R = 0.08266, R_L-R_R = 0.79131
  A_L = 0.07793, A_R = 0.86924
  A_R/A_L = |exp(-ika)+2u sin ka|^2 = 11.1543
  spacing a (nm):  T_L      T_R      R_L      R_R
  0.5             0.05341  0.05341  0.86005  0.10337
  1.0             0.04810  0.04810  0.87397  0.08266
  1.5             0.12879  0.12879  0.66256  0.39734
  1.8             0.21739  0.21739  0.43041  0.74292
  equal reflections at a = 1.59781 nm: R_L = 0.55599, R_R = 0.55599, T = 0.16946
Ring, E = eps_C = 0, J_d = J_c = J (energies in units of J)
  flux and absorber: Gamma = 1.0 J, phi = 1.5708 rad
    T_L=1.0000 T_R=0.0000 R_L=0.0000 R_R=0.0000 A_L=0.0000 A_R=1.0000
  absorber only: Gamma = 1.0 J, phi = 0.0000 rad
    T_L=0.4000 T_R=0.4000 R_L=0.2000 R_R=0.2000 A_L=0.4000 A_R=0.4000
  flux only: Gamma = 0.0 J, phi = 1.5708 rad
    T_L=1.0000 T_R=1.0000 R_L=0.0000 R_R=0.0000 A_L=0.0000 A_R=0.0000
verified
```
